# Koster–Slater Condition and the Binding Threshold of a Simple Cubic Band: test program

```python
"""
Result under test: a single-site impurity U|0><0| on a lattice with
nearest-neighbour hopping -t has a bound level E outside the band exactly
when 1 = U*G0(E), with G0(E) = <0|(E-H0)^-1|0>. On the simple cubic
lattice a level below the band needs U < Uc = 1/G0(-6t), a finite value.

Symbols: t hopping, U impurity site energy, depth = distance of the level
below the band bottom, L sites along each edge of a periodic lattice.
All energies are in units of t, and t = 1 eV, so they are also in eV.
"""
import numpy as np
from scipy import constants, sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import i0e

HOPPING_EV = 1.0
SPACING_NM = 0.25
U_BOUND = -6.0
U_WEAK = -3.0
TAIL = -0.2            # potential on each of the six neighbours
HOP_CHANGE = 0.1       # fractional increase of hopping to the impurity
REPULSION = 2.0        # on-site repulsion between opposite spins
TEMPERATURE_K = 378.0

# Trapezoidal rule in log(tau) for the Laplace form of the Green function.
STEP = 0.05
TAU = np.exp(np.arange(-40.0, 80.0, STEP))


def green(depth, dim=3):
    """G0 at an energy 'depth' below the bottom of the band."""
    return -STEP * np.sum(TAU * np.exp(-depth * TAU) * i0e(2 * TAU)**dim)


def green_slope(depth, dim=3):
    """Derivative of G0 with respect to energy."""
    return -STEP * np.sum(TAU**2 * np.exp(-depth * TAU)
                          * i0e(2 * TAU)**dim)


def binding(u, dim=3):
    """Depth of the bound level from 1 = U*G0."""
    return brentq(lambda d: 1 - u * green(d, dim), 1e-12, abs(u),
                  xtol=1e-14)


def lattice(L, dim, u, tail=0.0, hop_change=0.0):
    """Sparse Hamiltonian of a periodic lattice with the impurity at 0."""
    idx = np.arange(L)
    ring = sparse.coo_matrix((np.ones(L), (idx, (idx + 1) % L)),
                             shape=(L, L))
    ring = (ring + ring.T).tocsr()
    h = sparse.csr_matrix((L**dim, L**dim))
    for axis in range(dim):
        left = sparse.identity(L**axis)
        right = sparse.identity(L**(dim - axis - 1))
        h = h - sparse.kron(sparse.kron(left, ring), right)
    h = h.tolil()
    neighbours = list(h.rows[0])
    for site in neighbours:
        h[0, site] = -(1 + hop_change)
        h[site, 0] = -(1 + hop_change)
        h[site, site] = tail
    h[0, 0] = u
    return h.tocsr()


def extreme_state(h, which="SA"):
    """Lowest (SA) or highest (LA) eigenvalue and its eigenvector."""
    start = np.ones(h.shape[0])
    start[0] += 10.0
    value, vector = eigsh(h, k=1, which=which, v0=start)
    return value[0], vector[:, 0]


def mesh_levels(n):
    """Band energies on a midpoint mesh of one octant of the zone."""
    c = np.cos((np.arange(n) + 0.5) * np.pi / n)
    return (-2 * (c[:, None, None] + c[None, :, None]
                  + c[None, None, :])).ravel()


# Threshold: Laplace form against the direct Brillouin-zone sum.
# The mesh error of the 1/k^2 singularity is linear in 1/n: extrapolate.
u_crit = 1 / green(0.0)
zone_sum = [np.mean(1 / (6 + mesh_levels(n))) for n in (40, 80)]
zone_value = 2 * zone_sum[1] - zone_sum[0]
assert abs(zone_value + green(0.0)) < 2e-5
lower_bound = 8 / (np.sqrt(3) * np.pi)
assert lower_bound < -u_crit < 6

# Bound level, site weight and decay against direct diagonalization.
depth = binding(U_BOUND)
weight = -1 / (U_BOUND**2 * green_slope(depth))
kappa = np.arccosh(1 + depth / 2)
L_BIG = 24
e_direct, psi = extreme_state(lattice(L_BIG, 3, U_BOUND))
assert abs(e_direct + 6 + depth) < 1e-6
assert abs(psi[0]**2 - weight) < 1e-5
# Axis sites are the first L entries; corrections to the law fall with n.
decay_ratio = psi[8] * 8 / (psi[7] * 7)
assert abs(decay_ratio / np.exp(-kappa) - 1) < 0.03
e_top, _ = extreme_state(lattice(16, 3, -U_BOUND), "LA")
assert abs(e_top - 6 - depth) < 1e-5

# Below threshold the finite-lattice depth must vanish as 1/L^3.
sizes = (8, 16, 24)
weak_depths = [-6 - extreme_state(lattice(L, 3, U_WEAK))[0] for L in sizes]
strong_depths = [-6 - extreme_state(lattice(L, 3, U_BOUND))[0]
                 for L in sizes]
weak_limit = 1 / (1 / abs(U_WEAK) - 1 / abs(u_crit))
# The remaining finite-size correction is of relative order 1/L.
assert abs(weak_depths[-1] * sizes[-1]**3 / weak_limit - 1) < 0.15
assert weak_depths[-1] < weak_depths[0] / 15
assert abs(strong_depths[-1] - strong_depths[1]) < 1e-5


def shallow(u):
    """Leading binding energy just beyond the threshold."""
    return 16 * np.pi**2 * (1 / abs(u_crit) - 1 / abs(u))**2


u_near = 1.001 * u_crit
assert abs(shallow(u_near) / binding(u_near) - 1) < 0.02

# One and two dimensions: weak attraction binds.
u_tiny = -0.3
e_chain, _ = np.linalg.eigh(lattice(400, 1, u_tiny).toarray())
assert abs(e_chain[0] + np.sqrt(4 + u_tiny**2)) < 1e-8
depth_1d = np.sqrt(4 + U_WEAK**2) - 2
assert abs(binding(U_WEAK, 1) - depth_1d) < 1e-8
depth_2d = binding(U_WEAK, 2)
e_plane, _ = extreme_state(lattice(40, 2, U_WEAK))
assert abs(e_plane + 4 + depth_2d) < 1e-6
log_growth = green(1e-6, 2) - green(1e-7, 2)
assert abs(log_growth - np.log(10) / (4 * np.pi)) < 1e-5


def extended_det(level_depth, u, tail, hop_change):
    """det(1-G*V) for the impurity site and its symmetric shell."""
    energy = -6 - level_depth
    g00 = green(level_depth)
    g_next = (1 - energy * g00) / 6
    g = np.array([[g00, np.sqrt(6) * g_next],
                  [np.sqrt(6) * g_next, -energy * g_next]])
    mixing = -np.sqrt(6) * hop_change
    v = np.array([[u, mixing], [mixing, tail]])
    return np.linalg.det(np.eye(2) - g @ v)


def extended_results(tail, hop_change):
    """Threshold and binding energy for the extended impurity."""
    d0 = extended_det(0.0, 0.0, tail, hop_change)
    d1 = extended_det(0.0, 1.0, tail, hop_change)
    new_depth = brentq(lambda d: extended_det(d, U_BOUND, tail, hop_change),
                       1e-10, 12.0)
    e_check, _ = extreme_state(lattice(16, 3, U_BOUND, tail, hop_change))
    assert abs(e_check + 6 + new_depth) < 1e-5
    return -d0 / (d1 - d0), new_depth


tail_crit, tail_depth = extended_results(TAIL, 0.0)
hop_crit, hop_depth = extended_results(0.0, HOP_CHANGE)

# Occupation per spin of the impurity site in a half-filled band.
nodes, node_weights = np.polynomial.legendre.leggauss(200)
theta = (nodes + 1) * np.pi / 4
omega = 4 * np.tan(theta)
omega_weights = node_weights * np.pi / 4 * 4 / np.cos(theta)**2


def imaginary_green(levels):
    """g(omega), where G0(i*omega) = -i*g for a symmetric band."""
    return np.array([np.mean(w / (w**2 + levels**2)) for w in omega])


def occupation(u, g):
    """Zero-temperature site occupation per spin, Fermi level at 0."""
    integrand = -u * g**2 / (1 + u**2 * g**2)
    return 0.5 + np.sum(omega_weights * integrand) / np.pi


clean_levels = np.linalg.eigvalsh(lattice(10, 3, 0.0).toarray())
full_e, full_v = np.linalg.eigh(lattice(10, 3, U_BOUND).toarray())
n_direct = np.sum(full_v[0, full_e < 0]**2)
assert abs(occupation(U_BOUND, imaginary_green(clean_levels))
           - n_direct) < 1e-5
g_band = imaginary_green(mesh_levels(40))
n_site = occupation(U_BOUND, g_band)
n_coarse = occupation(U_BOUND, imaginary_green(mesh_levels(28)))
assert abs(n_site - n_coarse) < 1e-3
u_eff = brentq(lambda x: x - U_BOUND
               - REPULSION * (occupation(x, g_band) - 0.5), U_BOUND, 0.0)
n_eff = occupation(u_eff, g_band)
bare_crit = u_crit - REPULSION * (occupation(u_crit, g_band) - 0.5)
depth_eff = binding(u_eff) if u_eff < u_crit else 0.0

mass_ratio = (constants.hbar**2 / (2 * HOPPING_EV * constants.e
              * (SPACING_NM * 1e-9)**2) / constants.m_e)
thermal = constants.k * TEMPERATURE_K / constants.e

print(f"hopping t: {HOPPING_EV:.2f} eV")
print(f"site spacing: {SPACING_NM:.2f} nm")
print(f"band width: {12 * HOPPING_EV:.1f} eV")
print(f"band-bottom effective mass: {mass_ratio:.3f} electron masses")
print(f"G0 at band bottom, integral: {green(0.0):.6f} 1/eV")
print(f"G0 at band bottom, zone sum: {-zone_value:.6f} 1/eV")
print(f"critical U: {u_crit:.4f} eV")
print(f"critical |U| / band width: {-u_crit / 12:.4f} (no unit)")
print(f"elementary lower bound on |Uc|: {lower_bound:.4f} eV")
print(f"example U, bound: {U_BOUND:.2f} eV")
print(f"level energy: {-6 - depth:.5f} eV")
print(f"level energy, L=24 diagonalization: {e_direct:.5f} eV")
print(f"binding energy below band: {depth:.5f} eV")
print(f"shallow-level estimate of binding: {shallow(U_BOUND):.4f} eV")
print(f"G0 at the level: {green(depth):.6f} 1/eV")
print(f"dG0/dE at the level: {green_slope(depth):.6f} 1/eV^2")
print(f"weight on impurity site: {weight:.4f} (no unit)")
print(f"decay constant kappa: {kappa:.4f} per site")
print(f"amplitude decay length: {SPACING_NM / kappa:.4f} nm")
print(f"level above band for U=+6 eV: {e_top:.5f} eV")
print(f"near-threshold test U: {u_near:.5f} eV")
print(f"near-threshold binding, full: {binding(u_near):.4e} eV")
print(f"near-threshold binding, formula: {shallow(u_near):.4e} eV")
print(f"comparison U, unbound in 3D: {U_WEAK:.2f} eV")
for L, dw, ds in zip(sizes, weak_depths, strong_depths):
    print(f"L={L}: depth for U=-3: {dw:.4e} eV; for U=-6: {ds:.5f} eV")
print(f"L^3*depth at L=24, U=-3: {weak_depths[-1] * 24**3:.3f} eV")
print(f"predicted large-L limit: {weak_limit:.3f} eV")
print(f"binding for U=-3 in 1D: {depth_1d:.4f} eV")
print(f"binding for U=-3 in 2D: {depth_2d:.4f} eV")
print(f"assumed neighbour tail: {TAIL:.2f} eV")
print(f"critical U with tail: {tail_crit:.4f} eV")
print(f"binding with tail: {tail_depth:.4f} eV")
print(f"assumed hopping increase: {100 * HOP_CHANGE:.0f} percent")
print(f"critical U with changed hopping: {hop_crit:.4f} eV")
print(f"binding with changed hopping: {hop_depth:.4f} eV")
print(f"assumed on-site repulsion: {REPULSION:.2f} eV")
print(f"site occupation per spin at U=-6: {n_site:.3f} (no unit)")
print(f"self-consistent U_eff from bare -6: {u_eff:.3f} eV")
print(f"self-consistent occupation per spin: {n_eff:.3f} (no unit)")
print(f"binding at U_eff (0 = none): {depth_eff:.3f} eV")
print(f"bare critical U with repulsion: {bare_crit:.3f} eV")
print(f"temperature of use: {TEMPERATURE_K:.0f} K")
print(f"thermal energy kT: {thermal:.4f} eV")
print("checks complete")
```

Running it gives:

```
hopping t: 1.00 eV
site spacing: 0.25 nm
band width: 12.0 eV
band-bottom effective mass: 0.610 electron masses
G0 at band bottom, integral: -0.252731 1/eV
G0 at band bottom, zone sum: -0.252731 1/eV
critical U: -3.9568 eV
critical |U| / band width: 0.3297 (no unit)
elementary lower bound on |Uc|: 1.4702 eV
example U, bound: -6.00 eV
level energy: -7.10392 eV
level energy, L=24 diagonalization: -7.10392 eV
binding energy below band: 1.10392 eV
shallow-level estimate of binding: 1.1697 eV
G0 at the level: -0.166667 1/eV
dG0/dE at the level: -0.035935 1/eV^2
weight on impurity site: 0.7730 (no unit)
decay constant kappa: 1.0075 per site
amplitude decay length: 0.2481 nm
level above band for U=+6 eV: 7.10392 eV
near-threshold test U: -3.96073 eV
near-threshold binding, full: 1.0057e-05 eV
near-threshold binding, formula: 1.0066e-05 eV
comparison U, unbound in 3D: -3.00 eV
L=8: depth for U=-3: 1.7694e-02 eV; for U=-6: 1.10449 eV
L=16: depth for U=-3: 2.5655e-03 eV; for U=-6: 1.10392 eV
L=24: depth for U=-3: 8.0180e-04 eV; for U=-6: 1.10392 eV
L^3*depth at L=24, U=-3: 11.084 eV
predicted large-L limit: 12.407 eV
binding for U=-3 in 1D: 1.6056 eV
binding for U=-3 in 2D: 0.4121 eV
assumed neighbour tail: -0.20 eV
critical U with tail: -3.8074 eV
binding with tail: 1.1360 eV
assumed hopping increase: 10 percent
critical U with changed hopping: -3.5277 eV
binding with changed hopping: 1.2778 eV
assumed on-site repulsion: 2.00 eV
site occupation per spin at U=-6: 0.948 (no unit)
self-consistent U_eff from bare -6: -5.131 eV
self-consistent occupation per spin: 0.934 (no unit)
binding at U_eff (0 = none): 0.483 eV
bare critical U with repulsion: -4.767 eV
temperature of use: 378 K
thermal energy kT: 0.0326 eV
checks complete
```
